# The 9j symbol with two stretched rows as a single factorial sum

A calculation on a two-electron configuration that is close to $jj$ coupling needs the $LS$ content of its levels, and the transformation coefficient is a 9j symbol. The decision is how to evaluate it. The general route sums a product of three 6j symbols over an intermediate momentum, and each 6j symbol is itself an alternating sum. When both electrons have $j=l+\tfrac12$, two rows of the symbol are stretched, meaning that one entry is the sum of the other two, and it has to be known whether a single sum suffices and when a bare product of factorials may be coded instead. For stretched rows whose long entries share a column, the symbol is the square root of a ratio of factorials times one Clebsch–Gordan coefficient. That is a single sum, and it has one term under conditions found below.

## Conventions

Set $\hbar=1$, use Condon–Shortley phases, and write $[x]=2x+1$. Four momenta $a,b,d,e$ act in four distinct spaces, so reordering kets costs no sign. The 9j symbol is defined by

$$R=\langle (ab)j_{12},(de)j_{34};j\,|\,(ad)g,(be)h;j\rangle=\sqrt{[j_{12}][j_{34}][g][h]}\begin{Bmatrix}a&b&j_{12}\\ d&e&j_{34}\\ g&h&j\end{Bmatrix}.$$

$R$ is real, and it does not depend on the projection of $j$, because the total $J_-$ lowers both families of states with the same matrix elements. All six triangle conditions are assumed. The 3j symbol is defined by $\langle j_1m_1j_2m_2|JM\rangle=(-1)^{j_1-j_2+M}\sqrt{[J]}\begin{pmatrix}j_1&j_2&J\\ m_1&m_2&-M\end{pmatrix}$.

## Entry 1. The Clebsch–Gordan coefficient as one sum

Represent $|jm\rangle$ by $u^{j+m}v^{j-m}/\sqrt{(j+m)!(j-m)!}$, declared orthonormal, with $J_+=u\partial_v$, $J_-=v\partial_u$ and $J_z=\tfrac12(u\partial_u-v\partial_v)$. Acting with $v\partial_u$ gives $\sqrt{(j+m)(j-m+1)}\,|j,m-1\rangle$, the standard matrix element. For two momenta put $n=j_1+j_2-J$, $\alpha=j_1-j_2+J$, $\beta=j_2-j_1+J$ and

$$F=(u_1v_2-v_1u_2)^n(u_1s+v_1t)^\alpha(u_2s+v_2t)^\beta=\sum_M f_M\,s^{J+M}t^{J-M}.$$

The degrees are $n+\alpha=2j_1$, $n+\beta=2j_2$ and $\alpha+\beta=2J$. The total $J_\pm$ annihilate the determinant, since $J_+$ gives $u_1u_2-u_1u_2$ and $J_-$ gives $v_1v_2-v_1v_2$. Hence $f_J=(u_1v_2-v_1u_2)^nu_1^\alpha u_2^\beta$ has $J_+f_J=0$ and $J_z=J$, so it is the top state. On each linear factor $J_-$ gives $vs$, which is also $s\partial_t$ of that factor, so $J_-F=s\partial_tF$. Matching powers gives $J_-f_M=(J-M+1)f_{M-1}$, and therefore $|JM\rangle=N\sqrt{(J+M)!(J-M)!}\,f_M$ obeys the standard lowering rule with one constant $N$.

To fix $N$, expand $f_J=\sum_p(-1)^p\binom np u_1^{\alpha+n-p}v_1^{p}u_2^{\beta+p}v_2^{n-p}$. A monomial has squared norm equal to the product of the factorials of its exponents, so

$$\|f_J\|^2=n!^2\alpha!\beta!\sum_p\binom{\alpha+n-p}{\alpha}\binom{\beta+p}{\beta}=n!^2\alpha!\beta!\binom{\alpha+\beta+n+1}{n}.$$

The last step reads the coefficient of $x^n$ in $(1-x)^{-\alpha-1}(1-x)^{-\beta-1}=(1-x)^{-\alpha-\beta-2}$. With $N^2(2J)!\,\|f_J\|^2=1$ and $\alpha+\beta+n=j_1+j_2+J$,

$$N^2=\frac{[J]}{n!\,\alpha!\,\beta!\,(j_1+j_2+J+1)!}.$$

The choice $N>0$ makes the $p=0$ term, which has $m_1=j_1$, positive, and this is the Condon–Shortley rule.

Now read off one monomial. Take $k$ factors $-v_1u_2$ from the determinant, $p$ factors $v_1t$ and $q$ factors $v_2t$. The power of $v_1$ is $k+p=j_1-m_1$ and the power of $u_2$ is $k+\beta-q=j_2+m_2$. Then $\alpha-p=J-j_2+m_1+k$ and $q=J-j_1-m_2+k$. The product $\binom nk\binom\alpha p\binom\beta q$ and the normalization of the monomial give Racah's formula,

$$\langle j_1m_1j_2m_2|JM\rangle=\sqrt{\frac{[J]\,n!\,\alpha!\,\beta!}{(j_1+j_2+J+1)!}}\sqrt{\Pi}\;\Sigma,\tag{1}$$

$$\Sigma=\sum_k\frac{(-1)^k}{k!(n-k)!(j_1-m_1-k)!(j_2+m_2-k)!(J-j_2+m_1+k)!(J-j_1-m_2+k)!},$$

where $\Pi$ is the product of the six factorials $(j_1\pm m_1)!$, $(j_2\pm m_2)!$, $(J\pm M)!$ and $k$ runs over values that leave no argument negative.

The limit needed below is the edge of the table, $j_1=m_1=x$, $j_2=-m_2=y$, $J=z$. The factor $(j_1-m_1-k)!$ allows $k=0$ alone, so $\Sigma=1/(n!\,\alpha!\,\beta!)$, while $\Pi=(2x)!(2y)!\,\alpha!\,\beta!$. Collecting factors,

$$E(x,y;z)\equiv\langle x\,x\,y\,{-y}|z,x-y\rangle=\sqrt{\frac{[z]\,(2x)!\,(2y)!}{(x+y+z+1)!\,(x+y-z)!}}>0.\tag{2}$$

For $x=y=\tfrac12$ this gives $E^2=1/2$ for both $z=0$ and $z=1$, as for two opposite spins. For $x=1$, $y=2$ it gives $3/5$, $1/3$ and $1/15$ at $z=1,2,3$, which add to one as completeness requires. Equations (1) and (2) were also tested, signs included, against coefficients built by ladder operators from the null vector of $J_+$.

## Entry 2. The simple case: singlet weight of a $jj$ level

Take two nonequivalent electrons, $a=l_1$, $d=l_2$, $b=e=\tfrac12$, with $j_{12}=l_1+\tfrac12$, $j_{34}=l_2+\tfrac12$, and ask for the overlap with the singlet $h=S=0$, $g=L=J$. Consider the product ket with the first electron fully up and the second fully down, $|\Phi\rangle=|l_1l_1\rangle|\!\uparrow\rangle|l_2,-l_2\rangle|\!\downarrow\rangle$. It is also the $jj$ product $|j_{12},j_{12}\rangle|j_{34},-j_{34}\rangle$, because an extreme projection can be made in one way. Its overlap with the singlet state at projection $l_1-l_2$ is $E(l_1,l_2;J)E(\tfrac12,\tfrac12;0)$. Expanding the singlet in $jj$ states, the ket $\Phi$ meets the stretched one alone, with overlap $E(j_{12},j_{34};J)$. The weight $w=R^2$ is thus, from (2),

$$w=\frac{\tfrac12E^2(l_1,l_2;J)}{E^2(l_1+\tfrac12,l_2+\tfrac12;J)}=\frac12\,\frac{(2l_1)!(2l_2)!}{(2l_1+1)!(2l_2+1)!}\,\frac{(l_1+l_2+J+2)!\,(l_1+l_2+1-J)!}{(l_1+l_2+J+1)!\,(l_1+l_2-J)!},$$

$$w=\frac{(l_1+l_2+J+2)(l_1+l_2+1-J)}{2[l_1][l_2]}.\tag{3}$$

Two limits check it. For two $s$ electrons with $J=0$, $w=2\cdot1/2=1$, the pure singlet. For $J=l_1+l_2+1$ no singlet exists and (3) gives zero. For a $p$ and a $d$ electron in $(\tfrac32,\tfrac52)_J$, $w=(5+J)(4-J)/30$, which is $3/5$, $7/15$, $4/15$ and $0$ for $J=1$ to $4$.

## Entry 3. The general symbol

The argument above did not need spin one half, and the choice $h=0$ served only to make the last coupling trivial. Put $\sigma=a+b+d+e$, $M=a+b-d-e$ and

$$|\Phi\rangle=|a\,a\rangle|b\,b\rangle|d,-d\rangle|e,-e\rangle=|a{+}b,a{+}b\rangle\,|d{+}e,-(d{+}e)\rangle .$$

The second form has coefficient $+1$. The ket $|aa\rangle|bb\rangle$ is the top state with the Condon–Shortley sign, and repeated lowering of $|dd\rangle|ee\rangle$, whose matrix elements are all positive, ends on $+|d,-d\rangle|e,-e\rangle$. Expand

$$|(ad)g,(be)h;jM\rangle=\sum_{j_{12},j_{34}}R(j_{12},j_{34})\,|(ab)j_{12},(de)j_{34};jM\rangle,$$

which is allowed because the triangle $(a{+}b,d{+}e,j)$ guarantees $|M|\le j$. Project on $\Phi$. On the right, a multiplet with $j_{12}<a+b$ has no member of projection $a+b$, and likewise for $j_{34}<d+e$, so one term survives. On the left, $\Phi$ fixes all four projections, hence also $m_g=a-d$ and $m_h=b-e$. Dividing by $E(a{+}b,d{+}e;j)$, which is nonzero by (2),

$$R=\frac{E(a,d;g)\,E(b,e;h)}{E(a{+}b,d{+}e;j)}\,\langle g,a{-}d,h,b{-}e|jM\rangle.\tag{4}$$

All three edge factors are positive, so the sign of $R$ is the sign of the one remaining Clebsch–Gordan coefficient. The opposite orientation of the two pairs matters: with all four projections at their maxima the total projection would be $\sigma$, which reaches $j=\sigma$ alone.

Insert (2) and divide by $\sqrt{[a{+}b][d{+}e][g][h]}$. The factors $[g]$ and $[h]$ cancel against the numerators of $E(a,d;g)$ and $E(b,e;h)$. The divisor puts $(\sigma+j+1)!(\sigma-j)!$ in the numerator and $[j](2a+2b)!(2d+2e)!$ in the denominator, and $[a{+}b](2a+2b)!=(2a+2b+1)!$, with the same for $d+e$. The result is

$$\begin{Bmatrix}a&b&a{+}b\\ d&e&d{+}e\\ g&h&j\end{Bmatrix}=\sqrt{\frac{P}{[j]}}\,\langle g,a{-}d,h,b{-}e|jM\rangle=(-1)^{g-h+M}\sqrt P\begin{pmatrix}g&h&j\\ a{-}d&b{-}e&-M\end{pmatrix},\tag{5}$$

$$P=\frac{(2a)!(2b)!(2d)!(2e)!\,(\sigma+j+1)!\,(\sigma-j)!}{(2a{+}2b{+}1)!(2d{+}2e{+}1)!(a{+}d{+}g{+}1)!(a{+}d{-}g)!(b{+}e{+}h{+}1)!(b{+}e{-}h)!}.$$

With (1) for $j_1=g$, $j_2=h$, $J=j$, $m_1=a-d$, $m_2=b-e$, this is the square root of a ratio of factorials times a single alternating sum.

As a limit, set $b=e=0$. Then $h=0$, $g=j$, the last coefficient and $E(0,0;0)$ equal one, and (4) gives $R=E(a,d;j)/E(a,d;j)=1$, as it must when the two coupling schemes coincide. Setting $h=0$, $b=e=\tfrac12$ returns (3).

Equation (5) was tested along two roads that do not use $\Phi$. One is the rational evaluation of the 9j symbol as a sum over three 6j symbols, compared in sign and square without rounding. It matches for all 1974 symbols with $2a,2b,2d,2e\le3$ and for 150 random symbols with these doubled momenta up to 12, where the sum in (1) had as many as 6 terms. The other is the overlap of four-body states assembled from ladder-built coefficients, where the largest absolute deviation in the 9j value over the 1974 symbols is $1.1\times10^{-16}$.

## Entry 4. When the sum has one term

Write $m_1=a-d$, $m_2=b-e$. In (1) the index $k$ is bounded above by $g+h-j$, $g-m_1$, $h+m_2$ and below by $0$, $h-j-m_1$, $g-j+m_2$. The number of terms is one plus the least upper bound minus the greatest lower bound, which is one plus the least of the nine differences. Subtracting each lower bound in turn from the three upper bounds gives

$$g{+}h{-}j,\ g{-}m_1,\ h{+}m_2;\qquad g{+}m_1,\ g{+}j{-}h,\ j{+}M;\qquad h{-}m_2,\ j{-}M,\ h{+}j{-}g.$$

The sum in (1) therefore has one term exactly when one of these vanishes: $g=|a-d|$, or $h=|b-e|$, or $j=|M|$, or the third row $(g,h,j)$ is stretched as well. One term is sufficient for a factorial form and is not necessary. For $a=d$, $b=e$ all projections vanish and the sum can have several terms, yet for even $g+h+j=2r$ the 3j symbol is the known product $(-1)^r\sqrt{(2r-2g)!(2r-2h)!(2r-2j)!/(2r+1)!}\;r!/[(r-g)!(r-h)!(r-j)!]$, and it is zero for odd $g+h+j$. For two electrons, $b=e=\tfrac12$ gives $h+m_2\le1$, so the sum has at most two terms. Two of the one-term cases are written out.

For $j=g+h$, $n=0$ forces $k=0$, with $\alpha=2g$, $\beta=2h$ and $\Sigma=1/[(g-m_1)!(h+m_2)!(g+m_1)!(h-m_2)!]$. Using $[j]/(2j+1)!=1/(2j)!$,

$$\langle gm_1hm_2|jM\rangle=+\sqrt{\binom{2g}{g+m_1}\binom{2h}{h+m_2}\Big/\binom{2j}{j+M}}.\tag{6}$$

For $j=M$ the coefficient is read from $N\sqrt{(2j)!}\,f_j$, with $p=g-m_1$, $n-p=h-m_2$, and the monomial normalization $\sqrt{(g+m_1)!\,p!\,(h+m_2)!\,(n-p)!}$ multiplying $(-1)^p\,n!/[p!(n-p)!]$:

$$\langle gm_1hm_2|jj\rangle=(-1)^{g-m_1}\sqrt{\frac{(2j+1)!\,(g+h-j)!\,(g+m_1)!\,(h+m_2)!}{(g{+}h{+}j{+}1)!(g{-}h{+}j)!(h{-}g{+}j)!(g{-}m_1)!(h{-}m_2)!}}.\tag{7}$$

Either expression in (5) gives a summation-free symbol. They were tested against the three-6j value in 900 cases for (6) and 344 cases for (7).

The limit $j=\sigma$ checks (6). Since $j\le g+h\le\sigma$, it forces $g=a+d$ and $h=b+e$, one state exists on each side, and $R$ must have modulus one. From (2), $E^2(x,y;x+y)=1/\binom{2x+2y}{2x}$. With $g+m_1=2a$, $h+m_2=2b$ and $j+M=2a+2b$, the two binomials in the numerator of (6) cancel the two edge factors in the numerator of (4), and $\binom{2\sigma}{2a+2b}$ cancels against the divisor, leaving $R=+1$.

## Entry 5. No factorial ratio covers the general case

Given any 3j symbol with columns $(g,m_1)$, $(h,m_2)$, $(j,-m_1-m_2)$, choose $a=\tfrac12(g+m_1)$, $d=\tfrac12(g-m_1)$, $b=\tfrac12(h+m_2)$, $e=\tfrac12(h-m_2)$. These are admissible momenta, $\sigma=g+h\ge j$, and $|M|\le j$, so all triangles hold. Every 3j symbol therefore appears in (5), and a summation-free form for this family of 9j symbols would be one for the general 3j symbol. The correspondence was tested on 517 3j symbols evaluated independently.

A first obstruction to a pure factorial ratio is a zero. For $a=e=\tfrac52$, $b=d=\tfrac12$, $g=h=3$, $j=2$, one has $m_1=2$, $m_2=-2$, $n=4$, and $k=0,1$. The terms are $1/(0!\,4!\,1!\,1!\,1!\,1!)=1/24$ and $-1/(1!\,3!\,0!\,0!\,2!\,2!)=-1/24$, so

$$\begin{Bmatrix}5/2&1/2&3\\ 1/2&5/2&3\\ 3&3&2\end{Bmatrix}=0 ,$$

which the three-6j evaluation confirms. All triangles hold, and the nine entries have an even sum, so the permutation phases of Entry 6 are all $+1$ and cannot force the zero. A ratio of factorials of nonnegative integers never vanishes, and neither does its square root, so no such expression represents this symbol.

A second case shows the arithmetic of a three-term sum. Take $a=e=\tfrac52$, $b=d=\tfrac32$, $g=h=4$, $j=2$, so that $\sigma=8$, $m_1=1$, $m_2=-1$, $M=0$, $n=6$, $\alpha=\beta=2$. The least of the nine differences is 2, and the denominators are $k!(6-k)!(3-k)!^2(k-1)!^2$ for $k=1,2,3$:

$$\Sigma=-\frac1{480}+\frac1{48}-\frac1{144}=\frac{-3+30-10}{1440}=\frac{17}{1440}.$$

In (1) the first radicand is $5\cdot6!\,2!\,2!/11!=1/2772$ and $\Pi=(5!\,3!)^2\,2!\,2!=1440^2$, so $\langle4\,1\,4\,{-1}|2\,0\rangle^2=289/2772$ and the coefficient is $+0.32288830$. The prefactor is $P=5!\,3!\,3!\,5!\,11!\,6!/9!^4=55/64012032$. Then

$$\begin{Bmatrix}5/2&3/2&4\\ 3/2&5/2&4\\ 4&4&2\end{Bmatrix}^2=\frac{55}{64012032}\cdot\frac{289}{2772}\cdot\frac15=\frac{289}{16131032064},$$

and the symbol is $+1.33849836\times10^{-4}$, matching the three-6j value. The numerator is $17^2$, whereas the largest factorial argument anywhere in (5) and (1) is $\sigma+j+1=11$. The prime 17 is produced by adding the terms, and no ratio of factorials with arguments up to 11 can contain it.

## Entry 6. Other columns, and where the argument fails

If the long entries share the first or second column, a permutation symmetry brings them to the third. In $F$ set $s=v_3$, $t=-u_3$ and write $[ik]=u_iv_k-v_iu_k$, so that $F=[12]^n[13]^\alpha[23]^\beta$. With $m_3=-M$, $s^{J+M}t^{J-M}=(-1)^{J-M}u_3^{J+m_3}v_3^{J-m_3}$. The 3j phase combines with this to $(-1)^{j_1-j_2+M+J-M}=(-1)^\alpha$, which turns $[13]^\alpha$ into $[31]^\alpha$. The 3j symbol is therefore $(N/\sqrt{[J]})\sqrt\Pi$ times a coefficient of $[12]^n[23]^\beta[31]^\alpha$, with a prefactor symmetric in the three momenta. Cyclic permutations leave it unchanged. An odd permutation, or the exchange $u\leftrightarrow v$ that reverses all $m$, flips every bracket and gives $(-1)^{n+\alpha+\beta}=(-1)^{j_1+j_2+J}$.

Now write $R$ as a sum of six Clebsch–Gordan coefficients, average over the total projection $\mu$ with weight $1/[j]$, and convert each to a 3j symbol. The dimension factors are $\sqrt{[j_{12}][j_{34}][g][h]}\,[j]/[j]$. The six conversion phases add to $2a-2e+j_{12}-j_{34}+g-h+4\mu$. Reversing all $m$ in the symbols $(j_{12}j_{34}j)$ and $(ghj)$, so that each momentum carries the same $m$ in its row and its column, adds $j_{12}+j_{34}+g+h+2j$. The total is $2a-2e+2j_{12}+2g+2j+4\mu$. Modulo 2, $2j_{12}\equiv2a+2b$, $2g\equiv2a+2d$ and $2j\equiv2\sigma$, so the total is $8a+4b+4d+4\mu$, which is even. The 9j symbol is thus the sum over all $m$ of three row and three column 3j symbols with no phase. Permuting columns reorders the column symbols and permutes the arguments of each row symbol, giving $+1$ for an even permutation and $(-1)^{\text{sum of the nine entries}}$ for an odd one, and the same holds for rows. One cyclic and one odd column permutation were tested on the 1974 symbols.

The derivation fails when the third entry of either upper row is smaller than the sum of the first two. For $j_{12}=a+b-1$ the ket $\Phi$ is orthogonal to the state, which was tested, so the projection carries no information on that coefficient. As a control, the value of (5) was compared with the symbol having $j_{12}=a+b-1$ and differed in 1220 of 1244 cases; the remaining coincidences were not examined. In 467 of these cases $a$ or $b$ is $\tfrac12$, so the first row is still stretched, with its long entry in another column. The argument also does not cover two stretched rows whose long entries lie in different columns, such as $j_{12}=a+b$ with $d=e+j_{34}$. There, unless $e=0$, an extreme projection of $j_{34}$ no longer fixes the projections of $d$ and $e$, and no statement about that arrangement is made here. For two electrons the row $(l,\tfrac12,l-\tfrac12)$ is stretched with its long entry in the first column. The level $(l_1-\tfrac12,l_2-\tfrac12)_J$ therefore follows from (5) after a cyclic column permutation, while the mixed levels such as $(l_1+\tfrac12,l_2-\tfrac12)_J$ belong to the arrangement not covered.

## Entry 7. A $pd$ level in $LS$ terms and its energy

For $(\tfrac32,\tfrac52)_{J=2}$, with $l_1=1$, $l_2=2$ and $M=-1$, the divisor in (4) is $E^2(\tfrac32,\tfrac52;2)=5\cdot3!\,5!/(7!\,2!)=5/14$ and the spin factor is $1/2$. The remaining coefficient is $\langle L,-1,S,0|2,-1\rangle$, whose squares from (1) are $1/2$, $1$, $1/6$ and $8/21$ for the four terms below, the last two with negative sign.

- $^3P_2$: $R^2=\tfrac35\cdot\tfrac12\cdot\tfrac12\cdot\tfrac{14}5=\tfrac{21}{50}$, $R=0.648074$, 9j $=0.044096$.
- $^1D_2$: $R^2=\tfrac13\cdot\tfrac12\cdot1\cdot\tfrac{14}5=\tfrac7{15}$, $R=0.683130$, 9j $=0.062361$.
- $^3D_2$: $R^2=\tfrac13\cdot\tfrac12\cdot\tfrac16\cdot\tfrac{14}5=\tfrac7{90}$, $R=-0.278887$, 9j $=-0.014699$.
- $^3F_2$: $R^2=\tfrac1{15}\cdot\tfrac12\cdot\tfrac8{21}\cdot\tfrac{14}5=\tfrac8{225}$, $R=-0.188562$, 9j $=-0.008399$.

The squares add to one, the singlet entry agrees with (3), and each amplitude was tested with its sign against the direct overlap.

To attach an energy, take the model

$$H=\zeta_1\,\mathbf l_1\!\cdot\!\mathbf s_1+\zeta_2\,\mathbf l_2\!\cdot\!\mathbf s_2+KX,\qquad X=-(\tfrac12+2\,\mathbf s_1\!\cdot\!\mathbf s_2),$$

with round parameters $\zeta_1=0.50$ eV, $\zeta_2=0.10$ eV, $K=0.02$ eV. It leaves out the direct Coulomb terms, the dependence of exchange on $L$, and mixing with other configurations, so its diagonalization is a reference within the model alone. The omitted $L$ dependence is not small for $pd$. In Slater exchange integrals, half the singlet–triplet splitting is $G^1/15+9G^3/35$ for $P$, $-G^1/5+3G^3/35$ for $D$ and $2G^1/5+3G^3/245$ for $F$, so the $D$ value is negative whenever $G^3<\tfrac73G^1$. The single constant $K$ serves to show how $w$ enters an energy and does not describe a $pd$ spectrum. Since $\mathbf s_1\!\cdot\!\mathbf s_2$ is $-\tfrac34$ on singlets and $\tfrac14$ on triplets, $X=+1$ and $-1$ there. From $2\,\mathbf l\!\cdot\!\mathbf s=j(j+1)-l(l+1)-\tfrac34$, the value of $\mathbf l\!\cdot\!\mathbf s$ is $l/2$ for $j=l+\tfrac12$ and $-(l+1)/2$ otherwise. The stretched level is thus the highest $jj$ level of each $J$ from 1 to 4, at $E_0=0.50/2+0.10=0.3500$ eV, and it is nondegenerate within its $J$ block. To first order in $K$,

$$E=E_0+K[w-(1-w)]=E_0+K(2w-1).$$

For $J=2$, $2w-1=-1/15$ and $E=0.3500-0.02/15=0.34867$ eV, or $0.012813$ hartree. Diagonalization of the $J=2$ block gives $0.34954$ eV, or $0.012845$ hartree. For $J=1$, $3$ and $4$ the first-order values are $0.35400$, $0.34067$ and $0.33000$ eV, against $0.35456$, $0.34158$ and $0.33000$ eV from diagonalization. The order of the levels follows the singlet weight in both sets, which is a consequence of using one $K$ for every $L$. With the $L$-dependent exchange quoted above, the first-order exchange shift is $0.240\,G^1-0.058\,G^3$ for $J=3$ and $0.040\,G^1+0.069\,G^3$ for $J=1$, so for $G^3<G^1$ exchange alone places $J=3$ above $J=1$ despite the smaller singlet weight. The direct term works the other way, shifting $J=1$ by $+0.160\,F^2$ and $J=3$ by $-0.126\,F^2$, so the order in a real $pd$ configuration depends on $F^2$, $G^1$ and $G^3$ together.

The residual begins at second order. Up to corrections of order $K^3$ it is $K^2\sum_\nu|X_{\nu0}|^2/(E_0-E_\nu)$, which is not negative because every other $jj$ level $\nu$ lies below $E_0$. Because $X^2=1$, the squared couplings add to $1-(2w-1)^2=4w(1-w)$. The second-order shift is thus positive for $0<w<1$, and at $J=4$ the block holds the pure triplet alone, so the residual is zero. The $K^2$ law was tested by halving $K$ from $1.0$ to $0.5$ meV, which reduced the residual by factors $3.997$, $3.999$ and $4.005$ for $J=1,2,3$.

For $J=2$ the residual is $0.00087$ eV. Relative to the diagonalized level this is about a quarter of a percent, but relative to the first-order shift $0.02/15$ eV it is about two thirds, with the opposite sign. A singlet weight near one half makes $2w-1$ small and $4w(1-w)$ nearly maximal, so in this model the first-order shift of that level is a poor estimate of its total shift at this $K$. The printed values are collected in the numerical output that follows.

## Calculated quantities

```
scan 2a,2b,2d,2e<=3: 1974 symbols, exact match; max ladder deviation 1.1e-16
summation-free cases checked: j=g+h 900, j=M 344
control j12=a+b-1: formula fails in 1220 of 1244 cases
random cases 2j<=12: 150, most terms in sum 6; 3j symbols reached: 517
{5/2 1/2 3; 1/2 5/2 3; 3 3 2} = 0  terms ['1/24', '-1/24']
Example A: {5/2 3/2 4; 3/2 5/2 4; 4 4 2} (dimensionless)
  term k=1: -1/480
  term k=2: 1/48
  term k=3: -1/144
  sum = 17/1440   P = 55/64012032
  CG <4 1 4 -1|2 0>: signed square 289/2772, value 0.32288830
  9j: signed square 289/16131032064, value 1.33849836e-04
  numerator primes {17: 2}  largest factorial argument 11
Example B: p d electrons, jj state (3/2,5/2)_J
  zeta1 = 0.50 eV, zeta2 = 0.10 eV, K = 0.02 eV
  zero-order energy = 0.3500 eV
  J=2 divisor <3/2 3/2 5/2 -5/2|2 -1>^2 = 5/14 ; spin edge^2 = 1/2
  3P2: edge^2 3/5, CG signed sq 1/2, 9j 0.044096, R 0.648074, R^2 21/50
  1D2: edge^2 1/3, CG signed sq 1, 9j 0.062361, R 0.683130, R^2 7/15
  3D2: edge^2 1/3, CG signed sq -1/6, 9j -0.014699, R -0.278887, R^2 7/90
  3F2: edge^2 1/15, CG signed sq -8/21, 9j -0.008399, R -0.188562, R^2 8/225
  sum of R^2 = 1
  J=1: w = 3/5, first order 0.35400 eV, diagonalized 0.35456 eV, residual ratio K=1.0/0.5 meV 3.997
  J=2: w = 7/15, first order 0.34867 eV, diagonalized 0.34954 eV, residual ratio K=1.0/0.5 meV 3.999
  J=3: w = 4/15, first order 0.34067 eV, diagonalized 0.34158 eV, residual ratio K=1.0/0.5 meV 4.005
  J=4: w = 0, first order 0.33000 eV, diagonalized 0.33000 eV, residual zero
  J=2 level: first order 0.012813 hartree, diagonalized 0.012845 hartree
  J=2 residual = 0.00087 eV
```
